# Nonlocal pseudopotentials in a uniform electric field: shifted and unshifted projectors, part 1

(Sections cited here and not found follow in the second part.)

An insulating crystal is illuminated by light whose wavelength is much longer than the unit cell, so that the electrons feel an electric field $\mathbf E(t)$ that is uniform in space. For a molecule one adds $\mathbf E\cdot\mathbf r$ to the Hamiltonian (the length gauge). In a crystal this term destroys lattice periodicity, whereas a uniform vector potential with $\mathbf E=-\dot{\mathbf A}$ preserves it (the velocity gauge), and the kinetic energy of a plane wave becomes $\tfrac12|\mathbf k+\mathbf G+\mathbf A|^2$. If the ions are described by norm-conserving pseudopotentials, the Hamiltonian has a second term that depends on the wave vector: the nonlocal part, with projector form factors $\tilde\beta(\mathbf k+\mathbf G)$. The question is whether these form factors must be shifted too, and what a calculation describes if they are not.

Hartree atomic units are used. The electron has charge $-1$, the factor $1/c$ is absorbed in $\mathbf A$, and $\mathbf A(t)$ is uniform, so there is no magnetic field. The electrons are independent and spinless, with field-free Hamiltonian

$$H_0=\tfrac12\mathbf p^2+V_{\rm loc}(\mathbf r)+V_{\rm NL},\qquad (V_{\rm NL}\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r' .$$

The kernel is Hermitian, short-ranged in $\mathbf r-\mathbf r'$, and frozen (the cores are not polarised by the field). The pseudo-density $|\psi|^2$ is taken as the electron density, so the dipole is $-\langle\mathbf r\rangle$. For plane waves $|\mathbf q\rangle\propto e^{i\mathbf q\cdot\mathbf r}$ write $H_0(\mathbf q,\mathbf q')=\langle\mathbf q|H_0|\mathbf q'\rangle$. The result to be derived is

$$H_{\mathbf A}=e^{-i\mathbf A\cdot\mathbf r}H_0\,e^{i\mathbf A\cdot\mathbf r},\qquad \langle\mathbf q|H_{\mathbf A}|\mathbf q'\rangle=H_0(\mathbf q+\mathbf A,\mathbf q'+\mathbf A),\tag{1}$$

in every term. Its competitor is the unshifted Hamiltonian $H_w=\tfrac12(\mathbf p+\mathbf A)^2+V_{\rm loc}+V_{\rm NL}$.

## First derivation: transforming the length gauge

A uniform field is described by the scalar potential $\phi=-\mathbf E\cdot\mathbf r$ with no vector potential. A charge $-1$ has energy $-\phi$, so $H_L=H_0+\mathbf E(t)\cdot\mathbf r$ and $i\partial_t\psi_L=H_L\psi_L$. That $V_{\rm NL}$ is unmodified in this gauge is the assumption of this derivation. The system is a finite piece of matter, so that $\mathbf r$ is an ordinary operator on its states.

Define $\psi_V=e^{-i\mathbf A(t)\cdot\mathbf r}\psi_L$. The factor has modulus one, so both functions give the same density and dipole. The components of $\mathbf r$ commute, so the exponential is differentiated like a number, $i\partial_te^{-i\mathbf A\cdot\mathbf r}=i(-i\dot{\mathbf A}\cdot\mathbf r)e^{-i\mathbf A\cdot\mathbf r}=\dot{\mathbf A}\cdot\mathbf r\,e^{-i\mathbf A\cdot\mathbf r}$, and

$$i\partial_t\psi_V=\dot{\mathbf A}\cdot\mathbf r\,\psi_V+e^{-i\mathbf A\cdot\mathbf r}\,(H_0+\mathbf E\cdot\mathbf r)\,e^{i\mathbf A\cdot\mathbf r}\,\psi_V .$$

The term $\mathbf E\cdot\mathbf r$ commutes with the exponentials and cancels $\dot{\mathbf A}\cdot\mathbf r$ because $\mathbf E=-\dot{\mathbf A}$. What remains is $i\partial_t\psi_V=H_{\mathbf A}\psi_V$ with the operator of (1). A phase $e^{-i\chi(\mathbf r,t)}$ removes the scalar potential only if $\nabla\dot\chi=-\mathbf E$, so the choice $\chi=\mathbf A\cdot\mathbf r$ is unique up to a function of time alone, which adds a number to the Hamiltonian, and up to a static phase, which is fixed by asking that $H_{\mathbf A}=H_0$ before the field is switched on.

The three terms transform as follows. Since $-i\nabla(e^{i\mathbf A\cdot\mathbf r}\psi)=e^{i\mathbf A\cdot\mathbf r}(\mathbf A-i\nabla)\psi$, one has $e^{-i\mathbf A\cdot\mathbf r}\mathbf p\,e^{i\mathbf A\cdot\mathbf r}=\mathbf p+\mathbf A$, and inserting $e^{i\mathbf A\cdot\mathbf r}e^{-i\mathbf A\cdot\mathbf r}=1$ between the two factors of $\mathbf p^2$ gives $\tfrac12(\mathbf p+\mathbf A)^2$. The local potential commutes with the exponentials and is unchanged. In the nonlocal term the right exponential is evaluated at the integration point and the left one at the observation point:

$$V^{\mathbf A}(\mathbf r,\mathbf r')=e^{-i\mathbf A\cdot(\mathbf r-\mathbf r')}\,V(\mathbf r,\mathbf r').\tag{2}$$

The phase depends only on $\mathbf r-\mathbf r'$, so a joint translation of both arguments by a lattice vector leaves (2) unchanged. $H_{\mathbf A}$ is therefore lattice-periodic in the interior of the sample, and the limit of an infinite crystal can be taken in it, although it cannot be taken in $H_L$. Finally $e^{i\mathbf A\cdot\mathbf r}e^{i\mathbf q'\cdot\mathbf r}=e^{i(\mathbf q'+\mathbf A)\cdot\mathbf r}$ means $e^{i\mathbf A\cdot\mathbf r}|\mathbf q'\rangle=|\mathbf q'+\mathbf A\rangle$; its adjoint is $\langle\mathbf q|e^{-i\mathbf A\cdot\mathbf r}=\langle\mathbf q+\mathbf A|$; together they give the second form of (1).

The same transformation, run backwards, identifies what $H_w$ describes. With $\psi=e^{i\mathbf A\cdot\mathbf r}\psi_V$, the time derivative of the exponential gives $-\dot{\mathbf A}\cdot\mathbf r=\mathbf E\cdot\mathbf r$, the kinetic term returns to $\tfrac12\mathbf p^2$, and

$$H_w\ \longrightarrow\ \tfrac12\mathbf p^2+V_{\rm loc}+e^{i\mathbf A\cdot\mathbf r}V_{\rm NL}e^{-i\mathbf A\cdot\mathbf r}+\mathbf E\cdot\mathbf r .\tag{3}$$

This differs from $H_L$ in that each projector $\beta(\mathbf r)$ is replaced by $e^{i\mathbf A\cdot\mathbf r}\beta(\mathbf r)$, a projector boosted by momentum $\mathbf A(t)$. The pseudopotential now depends on $\mathbf A$ itself, so a constant added to $\mathbf A$, which changes no field, changes the atom. Equation (3) equals $H_L$ for all $\mathbf A$ only if $(e^{i\mathbf A\cdot(\mathbf r-\mathbf r')}-1)V=0$; the term linear in $\mathbf A$ requires $(\mathbf r-\mathbf r')V(\mathbf r,\mathbf r')=0$, that is $[V_{\rm NL},\mathbf r]=0$, a local potential.

## Second derivation: the work done by the field

No length gauge and no minimal-coupling rule is assumed here. Let $H(\mathbf A)$ be an unknown Hamiltonian that depends on the instantaneous $\mathbf A$ only (not on $\dot{\mathbf A}$), reduces to $H_0$ at $\mathbf A=0$, and whose expectation value is the energy of the matter.

For a normalised solution of $i\partial_t\psi=H\psi$ and any operator $O$, $\frac{d}{dt}\langle O\rangle=\langle i[H,O]\rangle+\langle\partial_tO\rangle$. With $O=H$ the commutator vanishes and

$$\frac{d\langle H\rangle}{dt}=\langle\partial_{\mathbf A}H\rangle\cdot\dot{\mathbf A}=-\mathbf E\cdot\langle\partial_{\mathbf A}H\rangle .$$

The field exerts the uniform force $-\mathbf E$ on the electron, and the work per unit time is the force times the velocity of the centre of charge:

$$-\mathbf E\cdot\frac{d\langle\mathbf r\rangle}{dt}=-\mathbf E\cdot\langle i[H,\mathbf r]\rangle .$$

The two rates must agree for every direction of $\mathbf E$, every value of $\mathbf A$ and every state the electron may be in at that instant. Two Hermitian operators with equal expectation values in all states are equal (apply the equality to $\psi_1+\psi_2$ and $\psi_1+i\psi_2$ to obtain the real and imaginary parts of the off-diagonal element). Hence

$$\partial_{\mathbf A}H(\mathbf A)=i[H(\mathbf A),\mathbf r].\tag{4}$$

The current defined by the coupling to the field, $-\partial_{\mathbf A}H$, is the current that moves the charge.

Take plane-wave matrix elements $H(\mathbf q,\mathbf q';\mathbf A)$. From $\mathbf r\,e^{i\mathbf q'\cdot\mathbf r}=-i\partial_{\mathbf q'}e^{i\mathbf q'\cdot\mathbf r}$ follows $\langle\mathbf q|H\mathbf r|\mathbf q'\rangle=-i\partial_{\mathbf q'}H$, and from $\mathbf r\,e^{-i\mathbf q\cdot\mathbf r}=+i\partial_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}$ follows $\langle\mathbf q|\mathbf rH|\mathbf q'\rangle=+i\partial_{\mathbf q}H$. Then $i(-i\partial_{\mathbf q'}-i\partial_{\mathbf q})=\partial_{\mathbf q}+\partial_{\mathbf q'}$, and (4) becomes

$$\partial_{\mathbf A}H=(\partial_{\mathbf q}+\partial_{\mathbf q'})H .\tag{5}$$

This first-order equation is solved along its characteristics. For fixed $\mathbf q,\mathbf q',\mathbf A$ define $F(\lambda)=H\big(\mathbf q+(1-\lambda)\mathbf A,\ \mathbf q'+(1-\lambda)\mathbf A;\ \lambda\mathbf A\big)$. The chain rule gives $dF/d\lambda=\mathbf A\cdot(-\partial_{\mathbf q}-\partial_{\mathbf q'}+\partial_{\mathbf A})H$, which is zero by (5). So $F(1)=F(0)$, which reads $H(\mathbf q,\mathbf q';\mathbf A)=H_0(\mathbf q+\mathbf A,\mathbf q'+\mathbf A)$. This is (1), and the argument shows that no other solution exists.

The operator $\partial_{\mathbf q}+\partial_{\mathbf q'}$ annihilates any function of $\mathbf q-\mathbf q'$. The local potential is such a function, so it acquires no dependence on $\mathbf A$. The lattice condition that $\mathbf q-\mathbf q'$ be a reciprocal vector is another, so in a crystal, with $\mathbf q=\mathbf k+\mathbf G$ and $\mathbf q'=\mathbf k+\mathbf G'$, equation (5) is $\partial_{\mathbf A}h=\partial_{\mathbf k}h$ for the Bloch matrix $h_{\mathbf G\mathbf G'}(\mathbf k)$, and

$$h^{\mathbf A}(\mathbf k)=h(\mathbf k+\mathbf A).\tag{6}$$

The kinetic element $\tfrac12q^2\delta_{\mathbf q\mathbf q'}$ becomes $\tfrac12|\mathbf q+\mathbf A|^2\delta_{\mathbf q\mathbf q'}$: minimal coupling, with its $A^2/2$ term, is an output. As a check, (4) in position space reads $\partial_{\mathbf A}V^{\mathbf A}=i(\mathbf r'-\mathbf r)V^{\mathbf A}$ for the nonlocal kernel, whose solution is (2).

For $H_w$ the left side of (4) is $\mathbf p+\mathbf A$. On the right, $[p_x^2/2,x]=-ip_x$ gives $i[\tfrac12(\mathbf p+\mathbf A)^2,\mathbf r]=\mathbf p+\mathbf A$, and the nonlocal term adds $\mathbf w=i[V_{\rm NL},\mathbf r]$. Equation (4) is violated by $\mathbf w$. The unshifted model thus has two inequivalent velocities, $\mathbf p+\mathbf A$ (from the energy it absorbs) and $\mathbf p+\mathbf A+\mathbf w$ (from the motion of its charge), and they coincide only for $\mathbf w=0$, the condition found from (3).

## The Kleinman–Bylander matrix element

Let $V_{\rm NL}=\sum_{\mathbf R}\sum_m|\beta_{lm,\mathbf R}\rangle D\langle\beta_{lm,\mathbf R}|$ with $\beta_{lm,\mathbf R}(\mathbf r)=f_l(s)Y_{lm}(\hat{\mathbf s})$, $\mathbf s=\mathbf r-\mathbf R-\boldsymbol\tau$, real spherical harmonics, and plane waves normalised on $N$ cells of volume $\Omega$. Put $\mathbf Q=\mathbf k+\mathbf G+\mathbf A$ and $\mathbf Q'=\mathbf k+\mathbf G'+\mathbf A$. Shifting the integration variable to $\mathbf s$ and using $e^{-i\mathbf Q\cdot\mathbf s}=4\pi\sum_{l'm'}(-i)^{l'}j_{l'}(Qs)Y_{l'm'}(\hat{\mathbf Q})Y_{l'm'}(\hat{\mathbf s})$ with the orthonormality of the harmonics,

$$\langle\mathbf Q|\beta_{lm,\mathbf R}\rangle=\frac{4\pi(-i)^l}{\sqrt{N\Omega}}\,e^{-i\mathbf Q\cdot(\mathbf R+\boldsymbol\tau)}F_l(Q)\,Y_{lm}(\hat{\mathbf Q}),\qquad F_l(Q)=\int_0^\infty s^2f_l(s)\,j_l(Qs)\,ds .$$

Multiply by $D$ and by the complex conjugate of the same expression at $\mathbf Q'$. The factors $(-i)^l i^l$ give 1. The phases give $e^{-i(\mathbf Q-\mathbf Q')\cdot(\mathbf R+\boldsymbol\tau)}=e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}$, because $\mathbf k+\mathbf A$ cancels in $\mathbf Q-\mathbf Q'$ and $e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R}=1$. The sum over $\mathbf R$ gives $N$, and the addition theorem gives $\sum_mY_{lm}(\hat{\mathbf Q})Y_{lm}(\hat{\mathbf Q}')=\frac{2l+1}{4\pi}P_l(\hat{\mathbf Q}\cdot\hat{\mathbf Q}')$. With $(4\pi)^2/4\pi=4\pi$,

$$\langle\mathbf k+\mathbf G|V^{\mathbf A}|\mathbf k+\mathbf G'\rangle=\frac{4\pi(2l+1)}{\Omega}\,D\,F_l(Q)F_l(Q')\,P_l(\hat{\mathbf Q}\cdot\hat{\mathbf Q}')\,e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}.\tag{7}$$

The shift enters the moduli and, for $l>0$, the angle; the structure factor does not contain $\mathbf A$. For a semilocal potential the product $DF_lF_l$ is replaced by $\int s^2V_l(s)j_l(Qs)j_l(Q's)\,ds$, with the same shifted arguments, since (1) did not use the separable form.

As a numerical case take a cubic cell with $a=6$ bohr, normalised $f_l\propto s^le^{-s^2/2\sigma^2}$ with $\sigma=0.8$ bohr, $D=0.5$ Ha, $\mathbf k=(0.1,0.2,-0.1)$, $\mathbf A=(0.2,-0.1,0.3)$ bohr$^{-1}$, $\mathbf G=(1,0,0)2\pi/a$ and $\mathbf G'=(1,1,0)2\pi/a$. Grid quadrature of the kernel (2) gives, after division by the structure factor, $0.010537$ Ha for $l=0$ and $0.026567$ Ha for $l=1$, equal to (7) within the tested $10^{-9}$ Ha; unshifted arguments give $0.013561$ and $0.027348$ Ha. The ratios follow by hand. With $2\pi/a=1.0472$, the unshifted vectors are $(1.1472,0.2,-0.1)$ and $(1.1472,1.2472,-0.1)$, the shifted ones $(1.3472,0.1,0.2)$ and $(1.3472,1.1472,0.2)$. The sums of squared lengths are $4.2476$ and $5.0359$. The transform of a Gaussian is $\propto e^{-Q^2\sigma^2/2}$, so for $l=0$ the ratio unshifted to shifted is $e^{0.32\times0.7883}=1.287$. For $l=1$ the factor $s_m$ becomes $i\partial/\partial Q_m$, which brings down $Q_m$, so the sum over $m$ adds a factor $\mathbf Q\cdot\mathbf Q'$, equal to $1.5755$ unshifted and $1.9697$ shifted; the ratio is $1.287\times0.7999=1.029$. Both agree with the quotients of the printed elements.

## What each derivation assumes

Each result implies the other's starting point. Differentiating the operator form of (1) gives $-i\mathbf rH_{\mathbf A}+iH_{\mathbf A}\mathbf r$, which is (4); transforming the solution of (4) back with $e^{i\mathbf A\cdot\mathbf r}$ gives $H_L$. The physical inputs differ.

The first derivation takes a Hamiltonian as given, $H_0+\mathbf E\cdot\mathbf r$ with the pseudopotential untouched, and only changes the description. It proves equality of all densities at all times and field strengths directly. It needs $\mathbf r$ itself, so it starts from a finite system and reaches the crystal only after the transformation. It leaves free an additive function of time, for example the term $A^2/2$, which alters only the global phase of $\psi_V$.

The second takes no coupled Hamiltonian as given. It assumes dependence on the instantaneous $\mathbf A$ only, the identification of $\langle H\rangle$ with the matter energy, and a work balance for all states. It needs only the commutator with $\mathbf r$, which is $\partial_{\mathbf k}$ in a crystal. It fixes the additive term, because a number $f(\mathbf A)$ added to $H$ would change the left side of (4) and not the right. It says nothing about the length gauge until the inverse transformation is applied.

Both place the charge at $\mathbf r$ with density $|\psi|^2$ and freeze the pseudopotential; whether the pseudo-system reproduces the all-electron response is a separate question that neither addresses. Both are restricted to uniform $\mathbf A$. With a magnetic field, $\mathbf A$ is not a gradient, the phase in (2) would become a line integral from $\mathbf r'$ to $\mathbf r$ that depends on the path, and neither argument selects the path: the first has no scalar-potential description to start from, and the second is blind to a static magnetic field, which does no work. In a mean-field theory, potentials built from the density are the same in both gauges, and an exchange kernel built from the occupied orbitals, $\sum_n\psi_n(\mathbf r)\psi_n^*(\mathbf r')$, acquires the phase of (2) from the orbitals themselves. The projectors are fixed functions, and so the phase has to be supplied to them.

Two derivations, one from the length gauge and one from the work done by the field, have shown that the projector form factors must be taken at $\mathbf k+\mathbf G+\mathbf A$, and that the unshifted Hamiltonian is equivalent only when the pseudopotential is local. What remains is to find how leaving out the shift changes the energy in a static $\mathbf A$, the linear response and the driven motion, and to test this on a one-dimensional model.
